# Two States of a Hubbard Chain: Shared or Separate DMRG Bases

**The setting**

An open Hubbard chain has \(L=8\) sites and the Hamiltonian

\[
H=-t\sum_{i=1}^{L-1}\sum_{\sigma}\left(c^\dagger_{i\sigma}c_{i+1,\sigma}+c^\dagger_{i+1,\sigma}c_{i\sigma}\right)+U\sum_{i=1}^{L}n_{i\uparrow}n_{i\downarrow},
\qquad U=4t .
\]

Energies are in units of \(t\). The chain holds four up and four down electrons. In this sector the eigenstates are \(\psi_0,\psi_1,\psi_2,\dots\) with energies \(E_0<E_1<E_2\le\dots\), and \(\psi_0\) and \(\psi_1\) are wanted. Orbitals are ordered site by site, so that the coefficients of a state form a tensor with one four-valued index per site.

A matrix product state (MPS) of bond dimension \(m\) is a state whose Schmidt rank is at most \(m\) at every bond. Two ways of storing the pair are compared.

- **Projection.** An MPS \(\Phi\) of dimension \(m\) minimises the energy. A second MPS \(\chi\) of dimension \(m\) then minimises it subject to \(\langle\Phi|\chi\rangle=0\).
- **State averaging.** One centre site is chosen. Both states use the same orthonormal bases \(|a\rangle\) to its left and \(|b\rangle\) to its right:

\[
|\Psi_k\rangle=\sum_{a,s,b}C^{k}_{asb}\,|a\rangle|s\rangle|b\rangle ,\qquad k=0,1 .
\]

The block bases are built site by site and have dimension at most \(m\) at every bond. Only the centre tensor \(C^k\) depends on the state.

All states are normalised, and the two states of a pair are orthogonal.

**Part (a): the shared basis**

*Question.* Cut the chain into a block and the rest. A projector \(P\) of rank \(m\) acts on the block. Which \(P\) minimises the average squared norm lost by \(\psi_0\) and \(\psi_1\), with weights \(w_k\ge0\), \(w_0+w_1=1\), and what is the minimum?

*Answer.* Write the coefficients of \(\psi_k\) as a matrix \(M_k\), with block states as rows and states of the rest as columns. The reduced density matrix of the block is \(\rho_k=M_kM_k^\dagger\), with \(\mathrm{Tr}\,\rho_k=1\). Since \((1-P)^2=1-P\),

\[
\|(1-P)\psi_k\|^2=\mathrm{Tr}\left[(1-P)M_kM_k^\dagger\right]=1-\mathrm{Tr}(P\rho_k).
\]

The weighted sum is therefore

\[
\sum_k w_k\|(1-P)\psi_k\|^2=1-\mathrm{Tr}(P\rho),\qquad \rho=\sum_k w_k\rho_k .
\]

It remains to maximise \(\mathrm{Tr}(P\rho)\). Let \(\rho\) have eigenvectors \(|i\rangle\) with eigenvalues \(\lambda_1\ge\lambda_2\ge\dots\), and set \(p_i=\langle i|P|i\rangle\). Then \(0\le p_i\le1\), \(\sum_ip_i=m\) and \(\mathrm{Tr}(P\rho)=\sum_i\lambda_ip_i\). Compare this with the sum of the \(m\) largest eigenvalues:

\[
\begin{aligned}
\sum_{i\le m}\lambda_i-\sum_i\lambda_ip_i
&=\sum_{i\le m}\lambda_i(1-p_i)-\sum_{i>m}\lambda_ip_i\\
&\ge\lambda_m\Big[\sum_{i\le m}(1-p_i)-\sum_{i>m}p_i\Big]
=\lambda_m(m-m)=0 .
\end{aligned}
\]

The inequality uses \(\lambda_i\ge\lambda_m\) in the first sum and \(\lambda_i\le\lambda_m\) in the second. Equality is reached when \(P\) projects onto the \(m\) leading eigenvectors of \(\rho\). The minimum loss is the discarded weight

\[
\varepsilon_{\rm SA}(m)=\sum_{i>m}\lambda_i .
\]

The proof did not use the positivity of \(\rho\). For any Hermitian matrix \(A\), the trace \(\mathrm{Tr}(PA)\) is thus at most the sum of the \(m\) largest eigenvalues of \(A\). This is used again in part (c).

The basis is optimal for the norm of given states at one cut. It need not be optimal for the energy. In DMRG the states are not known in advance; they come from an energy minimisation that alternates with this truncation.

**Part (b): the price of sharing at one cut**

*Question.* Let \(\varepsilon_k(m)\) be the discarded weight when \(\psi_k\) has its own best basis. Bound \(\varepsilon_{\rm SA}\) from both sides by the separate weights, and say when each bound is reached.

*Answer.* The optimal shared projector is one candidate of rank \(m\) for each state, so it loses at least \(\varepsilon_k(m)\) of state \(k\). Averaging gives

\[
\sum_kw_k\varepsilon_k(m)\le\varepsilon_{\rm SA}(m).
\]

For the other side, let \(P_k\) be the best projector for state \(k\) alone, and let \(R\) project onto the joint span of the ranges of \(P_0\) and \(P_1\). The rank of \(R\) is at most \(2m\). Its range contains that of \(P_k\), so \(\|(1-R)\psi_k\|^2\le\|(1-P_k)\psi_k\|^2=\varepsilon_k(m)\). The best shared basis of dimension \(2m\) is at least as good as \(R\):

\[
\varepsilon_{\rm SA}(2m)\le\sum_kw_k\varepsilon_k(m).
\]

The first bound is an equality if both states have the same leading \(m\)-dimensional Schmidt space. The second is an equality if, for example, \(w_0=w_1\) and the two states have equal Schmidt spectra in mutually orthogonal block spaces. Every eigenvalue of \(\rho\) then occurs twice, at half its separate value, and keeping \(2m\) vectors keeps \(m\) for each state.

**Part (c): a fair measure of accuracy**

*Question.* The energy of \(\chi\) is not a safe upper bound to \(E_1\). How far below \(E_1\) can it lie? Define an error of the pair that cannot be negative in either method. Illustrate with \(\Phi=\cos\theta\,\psi_0+\sin\theta\,\psi_1\), where \(\sin^2\theta=0.01\), the gap is \(E_1-E_0=0.3193\,t\), and the second state is unrestricted apart from orthogonality.

*Answer.* Apply the trace inequality of part (a) to \(A=-H\), with \(P\) the rank-two projector onto an orthonormal pair \(\{a,b\}\). The two largest eigenvalues of \(-H\) are \(-E_0\) and \(-E_1\), so

\[
E(a)+E(b)\ge E_0+E_1,\qquad E(x)=\langle x|H|x\rangle .
\]

The mean pair error

\[
\delta=\tfrac12\left[E(a)+E(b)-E_0-E_1\right]
\]

is thus non-negative for both methods. For \(a=\Phi\) and \(b=\chi\), rearrangement gives

\[
E_1-E(\chi)\le E(\Phi)-E_0 .
\]

The second energy can undershoot by no more than the error of the first.

In the example, the space orthogonal to \(\Phi\) is spanned by \(\eta=-\sin\theta\,\psi_0+\cos\theta\,\psi_1\) and \(\psi_2,\psi_3,\dots\). The Hamiltonian does not couple \(\eta\) to the others, and

\[
E(\eta)=\sin^2\theta\,E_0+\cos^2\theta\,E_1=E_1-\sin^2\theta\,(E_1-E_0).
\]

This lies below \(E_2\), so it is the lowest energy available. The undershoot is \(0.01\times0.3193\,t=0.0032\,t\). Since \(E(\Phi)-E_0=\sin^2\theta\,(E_1-E_0)\) as well, the bound is reached.

State averaging has no such undershoot if \(\Psi_0,\Psi_1\) are the two lowest eigenvectors of \(H\) projected into the shared space, with energies \(e_0\le e_1\). First, \(e_0\ge E_0\) by the variational principle. Second, their span contains a normalised vector orthogonal to \(\psi_0\). Its energy is at least \(E_1\), because it has no \(\psi_0\) component, and at most \(e_1\), because it is a weighted mean of \(e_0\) and \(e_1\). Hence \(e_1\ge E_1\).

**Part (d): orthogonality in the local problem**

*Question.* In one DMRG step the state is \(|\chi\rangle=B|x\rangle\), where \(x\) is the local tensor and \(B^\dagger B=1\). Derive the eigenvalue equation for \(x\) under \(\langle\Phi|\chi\rangle=0\). What changes if the constraint is dropped?

*Answer.* The energy is \(x^\dagger H_{\rm eff}x\) with \(H_{\rm eff}=B^\dagger HB\). The constraint reads \(u^\dagger x=0\) with \(u=B^\dagger\Phi\). If \(u=0\) it is already satisfied. Otherwise set \(v=u/\|u\|\) and \(Q=1-vv^\dagger\). Making the energy stationary with multipliers \(E\) for the norm and \(\mu\) for the constraint gives

\[
H_{\rm eff}x=Ex+\mu v .
\]

Multiply by \(Q\). Since \(Qv=0\) and \(Qx=x\),

\[
QH_{\rm eff}Q\,x=Ex,\qquad v^\dagger x=0 .
\]

The vector \(v\) itself solves the first equation with eigenvalue zero and must be excluded by the second. The normalisation of \(u\) matters: \(\Phi\) generally lies partly outside the local space, so \(\|u\|<1\), and \(1-uu^\dagger\) would not be a projector.

A truncation after the local step can spoil the orthogonality. The reported state should therefore come from a last local solution that is not truncated afterwards.

Without the constraint, the step seeks the lowest state in the local space, and that is an approximation to \(\psi_0\). How good an approximation depends on the bases, which were optimised for \(\chi\). Part (f) gives a number.

**Part (e): bond dimensions at equal accuracy**

*Question.* Let \(\delta_{\rm proj}(m)\) and \(\delta_{\rm SA}(m)\) be the pair errors when every minimisation reaches its global minimum; for state averaging the sum of the two energies is minimised. Let \(m_{\rm proj}\) and \(m_{\rm SA}\) be the smallest dimensions for which the error is at most a given \(\eta\). Between which limits does \(m_{\rm SA}/m_{\rm proj}\) lie?

*Answer.* Start from the best shared pair at dimension \(m\). Rotating the two states among themselves leaves the sum of their energies unchanged, so take \(H\) to be diagonal in the pair, with energies \(e_0\le e_1\).

Each \(\Psi_k\) is an MPS of dimension \(m\), hence \(E(\Phi)\le e_0\). The span of the pair is two-dimensional, so it contains a normalised vector \(y=\alpha\Psi_0+\beta\Psi_1\) with \(\langle\Phi|y\rangle=0\). Forming \(y\) changes only the centre tensor, to \(\alpha C^0+\beta C^1\). Therefore \(y\) is also an MPS of dimension \(m\), and it is a valid candidate for \(\chi\):

\[
E(\chi)\le E(y)=|\alpha|^2e_0+|\beta|^2e_1\le e_1 .
\]

Adding the two inequalities gives \(\delta_{\rm proj}(m)\le\delta_{\rm SA}(m)\).

For the opposite direction, take the optimal \(\Phi\) and \(\chi\). At each bond left of the centre, join the left block spaces of the two states. The joint space has dimension at most \(2m\). It can be built site by site, because each separate space lies in the preceding separate space times one site, and so the joint space lies in the preceding joint space times one site. Do the same on the right. The resulting shared family of dimension \(2m\) contains both \(\Phi\) and \(\chi\), and its best pair cannot have a larger energy sum:

\[
\delta_{\rm SA}(2m)\le\delta_{\rm proj}(m).
\]

Now set \(m=m_{\rm SA}\) in the first result: \(\delta_{\rm proj}(m_{\rm SA})\le\eta\), so \(m_{\rm proj}\le m_{\rm SA}\). Set \(m=m_{\rm proj}\) in the second: \(\delta_{\rm SA}(2m_{\rm proj})\le\eta\), so \(m_{\rm SA}\le2m_{\rm proj}\). Together,

\[
1\le\frac{m_{\rm SA}}{m_{\rm proj}}\le2 .
\]

Sharing never allows a smaller bond dimension at equal pair error, and never requires more than twice as large a one. Both statements rest on global minima. A sweep caught in a local minimum can violate them.

**Part (f): the eight-site chain**

*Question.* Sparse diagonalisation in the 4900-dimensional sector gives \(E_0=-4.2358\,t\) and \(E_1=-3.9165\,t\). Two-site DMRG sweeps with equal weights, conserving both particle numbers, were started from truncated exact vectors and ended with a one-site solution next to the middle bond. The energy errors, in \(10^{-4}t\), were:

| \(m\) | \(\Phi\) | \(\chi\) | \(\Psi_0\) | \(\Psi_1\) |
|---|---|---|---|---|
| 16 | 23.29 | 52.49 | 57.12 | 56.63 |
| 24 | 2.71 | 15.10 | 6.50 | 17.03 |
| 32 | 0.137 | 0.977 | 1.109 | 1.726 |

The shared dimension was then raised from each \(m\) in steps of 2 until the pair error was no larger than that of projection. This happened at 20, 26 and 38, with shared pair errors of 33.2, 6.85 and 0.421 in the same unit. Find the ratios and their effect on the cost, and discuss what sharing does to each state and to the gap.

*Answer.* For \(m=24\) the pair errors are

\[
\delta_{\rm proj}=\tfrac12(2.71+15.10)\times10^{-4}t=8.9\times10^{-4}t,
\]
\[
\delta_{\rm SA}=\tfrac12(6.50+17.03)\times10^{-4}t=11.8\times10^{-4}t .
\]

The same arithmetic gives \(37.9\) against \(56.9\) for \(m=16\), and \(0.56\) against \(1.42\) for \(m=32\), in \(10^{-4}t\). At equal \(m\) projection gives the lower energy for each state separately; part (e) requires of global minima that it be no higher. A lower energy of \(\chi\) means a smaller error only while it stays above \(E_1\), as it does in all three rows here. The last bases of each run come from a truncation that is optimal for the norm, not the energy, so the entries are the values these sweeps reached and not established minima. Minimising the energy over all tensors at the same dimensions lowers the pair errors by 1 to 3 per cent and moves most entries by a similar fraction, but the error of \(\Psi_0\) at \(m=32\) by about 13 per cent; differences of that size should not be read as properties of the two methods.

The matching ratios \(r=m_{\rm SA}/m_{\rm proj}\) are

\[
\frac{20}{16}=1.25,\qquad\frac{26}{24}=1.08,\qquad\frac{38}{32}=1.19 .
\]

They lie well below the limit of 2. The step of 2 skips odd dimensions, and the matched shared errors are somewhat smaller than their targets. With steps of 1 and energy-minimised bases the match for \(m=32\) occurs already at 37 (\(r=1.16\), \(r^3=1.55\)), while 20 and 26 are unchanged. The ratios show no steady trend with \(m\), and three values from one short chain do not fix a law.

In an MPS code, the leading work of applying \(H_{\rm eff}\) to one vector at large \(m\) is the contraction of an \(m\times D\times m\) environment with an \(m\times d\times m\) tensor, where \(D\) is the bond dimension of the operator and \(d\) the local dimension. It scales as \(m^3\) at fixed \(D\) and \(d\). Each method treats two vectors, so sharing multiplies this work by \(r^3\), here 1.95, 1.27 and 1.67. The count leaves out the contraction with the operator tensor, which grows only as \(m^2\) but need not be small at these dimensions, the numbers of sweeps and iterations and the construction of environments, which sharing does for one set of bases instead of two. It is not a prediction of running time.

The ratios can be compared with part (b). For the exact states at the middle cut with \(m=24\), the separate weights are \(\varepsilon_0=3.6\times10^{-6}\) and \(\varepsilon_1=87.6\times10^{-6}\), with mean \(45.6\times10^{-6}\). The shared weight is \(76.4\times10^{-6}\) at dimension 24 and \(1.7\times10^{-6}\) at 48, on either side of that mean. It first falls to the mean at dimension 29. For \(m=16\) and 32 the corresponding dimensions are 21 and 38. The ratios at this cut, \(21/16=1.31\), \(29/24=1.21\) and \(38/32=1.19\), are also far from 2. The example of part (b) that reaches the upper bound has equal spectra in orthogonal spaces; if the two actual spectra lay in orthogonal block spaces, the dimensions needed would be 32, 46 and 57 instead of 21, 29 and 38, so most of the reduction at this cut comes from overlapping spaces. The weight criterion and the energy criterion need not give the same dimension, since one measures lost norm at one cut and the other the energy of the whole chain.

In these runs sharing costs the lower state more. At \(m=24\) its error grows by \(3.8\times10^{-4}t\), that of the upper state by \(1.9\times10^{-4}t\). The order is the same, and more marked, at \(m=16\). At \(m=32\) the two increases differ by only \(0.2\times10^{-4}t\), too little to establish an order, since state averaging minimises the sum of the energies and not its division between the states. When the lower state is raised more than the upper one, the computed gap shrinks by the difference, and here this moves it closer to the exact gap. Its error is the difference of the two energy errors, which at \(m=24\) is

\[
(15.10-2.71)\times10^{-4}t=12.4\times10^{-4}t
\]

for projection and

\[
(17.03-6.50)\times10^{-4}t=10.5\times10^{-4}t
\]

for state averaging. At \(m=16\) the magnitudes are \(29.2\) and \(0.5\), and at \(m=32\) they are \(0.84\) and \(0.62\), in \(10^{-4}t\). Projection gives better energies at equal \(m\), while at \(m=16\) and 24 the more even errors of the shared pair cancel better in the difference; at \(m=32\) the margin is too small to decide. The near-perfect cancellation at \(m=16\) is no sign of accurate states: each of the two energies is off by about \(57\times10^{-4}t\) there. If the gap alone were the target, the bounds of part (e) would not apply, and the comparison of bond dimensions could come out differently.

The risk of dropping the constraint is also visible. In the final bases of \(\chi\) at \(m=24\), the lowest root without projection lies only \(0.0035\,t\) above \(E_0\) (the second digit depends on the bases reached; energy-minimised bases give \(0.0030\,t\)), whereas \(\chi\) lies about \(0.32\,t\) above it. These bases, optimised for the excited state, still describe the ground state well, and a solver that finds the lowest root of the local problem would leave \(\chi\) for it. In exact arithmetic a Krylov solver started from \(\chi\) gets there only if \(\chi\) has some overlap with that root; rounding errors or a preconditioner that breaks the symmetry can supply the missing component. A singlet and a triplet with equal numbers of up and down electrons have opposite parity under exchange of the two spin directions, so the overlap can vanish when the truncated bases respect this symmetry. The constraint removes the dependence on such details.

For this particular pair, symmetry offers another route. The lowest energy with five up and three down electrons equals \(E_1\), and with six up and two down it is higher. Hence \(\psi_0\) is a singlet and \(\psi_1\) belongs to a triplet. A ground-state calculation in the five-up, three-down sector reaches that triplet without any projection. A device such as projection or averaging is needed when both states are sought in the same sector of the quantum numbers that the calculation conserves, as was done here.
